\section*{Why No Single von Weizsäcker Coefficient Reproduces the Lindhard Response}

\section{A counter-example from static response}

At wavevector $q=k_F/2$ the static density response of the non-interacting electron gas is $0.9789$ of its long-wavelength value. Quantum hydrodynamics gives $0.9796$ if its von Weizsäcker term has coefficient $\lambda=1/9$, and $0.8421$ if $\lambda=1$. At $q=4k_F$ the order is reversed: the true value is $0.0880$, while $\lambda=1/9$ gives $0.4286$ and $\lambda=1$ gives $0.0769$. The coefficient that is accurate to $0.1\%$ in the first case is wrong by a factor of nearly five in the second.

The system is the uniform, unpolarized, three-dimensional electron gas at zero temperature, in Hartree atomic units, with density $n=k_F^3/(3\pi^2)$. The response $\chi$ is defined by $\delta n=\chi\,\delta V$, where $V$ is the total potential energy of an electron, including the Hartree part.

\subsection{The hydrodynamic values}

The fluid has the internal energy
\begin{equation}
T[n]=\int\left[\tfrac{3}{10}(3\pi^2)^{2/3}n^{5/3}+\lambda\frac{|\nabla n|^2}{8n}\right]d^3r .
\end{equation}
The second derivative of the Thomas-Fermi term with respect to $n$ is $\tfrac13(3\pi^2)^{2/3}n^{-1/3}=k_F^2/(3n)$. To second order in $\delta n$ the gradient term is $\lambda|\nabla\delta n|^2/(8n)$, whose functional derivative is $-\lambda\nabla^2\delta n/(4n)$. For a plane wave the force potential is therefore $K\delta n$, with
\begin{equation}
K=\frac1n\left(\beta^2+\frac{\lambda q^2}{4}\right),\qquad \beta^2=\frac{k_F^2}{3}.
\end{equation}
The linearized continuity and Euler equations are $\partial_t\delta n=-n\nabla\cdot\mathbf v$ and $\partial_t\mathbf v=-\nabla(\delta V+K\delta n)$. Eliminating $\mathbf v$ gives $\omega^2\delta n=nq^2(\delta V+K\delta n)$, so
\begin{equation}
\chi_H=\frac{nq^2}{\omega^2-\beta^2q^2-\lambda q^4/4}.
\label{hydro}
\end{equation}
With $z=q/(2k_F)$ and $3n/k_F^2=k_F/\pi^2$, the static limit is
\begin{equation}
-\chi_H(q,0)=\frac{n}{k_F^2/3+\lambda k_F^2z^2}=\frac{k_F}{\pi^2}\,\frac{1}{1+3\lambda z^2}.
\label{hstat}
\end{equation}
At $q=4k_F$, $z=2$, and the last fraction is $1/(1+4/3)=0.4286$ for $\lambda=1/9$ and $1/13=0.0769$ for $\lambda=1$.

\subsection{The Lindhard values}

With $f_{\mathbf k}$ the occupation of the Fermi sphere and a factor 2 for spin,
\begin{equation}
\chi_0=2\int\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad \varepsilon_{\mathbf k}=\frac{k^2}{2},
\end{equation}
where $\omega$ has an infinitesimal positive imaginary part. Shifting $\mathbf k\to\mathbf k-\mathbf q$ in the second term puts $f_{\mathbf k}$ in front of both:
\begin{align}
\chi_0&=2\int\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac{1}{\omega-\mathbf k\cdot\mathbf q-q^2/2}-\frac{1}{\omega-\mathbf k\cdot\mathbf q+q^2/2}\right]\nonumber\\
&=2\int\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\,\frac{q^2}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}.
\label{recoil}
\end{align}
Let $s$ be the component of $\mathbf k$ along $\mathbf q$ divided by $k_F$. A slice of the sphere at fixed $s$ has area proportional to $1-s^2$, so averages over the occupied states are $\langle g\rangle=\tfrac34\int_{-1}^{1}(1-s^2)g(s)\,ds$. With $u=\omega/(qk_F)$,
\begin{equation}
\chi_0=\frac{n}{k_F^2}S(u,z),\qquad S(u,z)=\left\langle\frac{1}{(u-s)^2-z^2}\right\rangle .
\label{S}
\end{equation}

The average needed is $h(a)=\langle1/(a-s)\rangle$. Writing $1-s^2=(1-a^2)+(a-s)(a+s)$ gives
\begin{equation}
h(a)=\frac34\left[2a+(1-a^2)\ln\frac{a+1}{a-1}\right].
\label{h}
\end{equation}
In the static limit the principal value applies and the logarithm has the absolute value of its argument; $h$ is then odd. Partial fractions give $S(0,z)=[h(-z)-h(z)]/(2z)=-h(z)/z$, hence
\begin{equation}
-\chi_0(q,0)=\frac{k_F}{\pi^2}L(z),\qquad L(z)=\frac12+\frac{1-z^2}{4z}\ln\left|\frac{1+z}{1-z}\right| .
\label{L}
\end{equation}
At $z=2$, $L=\tfrac12-\tfrac38\ln3=0.0880$. Comparison with (\ref{hstat}) shows which coefficient hydrodynamics would need at each wavevector:
\begin{equation}
\lambda(q)=\frac{1/L(z)-1}{3z^2}.
\label{need}
\end{equation}
It is $0.115$ at $q=k_F/2$, $0.129$ at $k_F$, $1/3$ at $2k_F$ (where $L=1/2$) and $0.863$ at $4k_F$. These values do not depend on the density.

\section{The correct statement}

Define the quantity that hydrodynamics has to imitate,
\begin{equation}
G(q,\omega)=\omega^2-\frac{nq^2}{\chi_0(q,\omega)} .
\label{G}
\end{equation}
By (\ref{hydro}), hydrodynamics replaces $G$ by $\beta^2q^2+\lambda q^4/4$ with constants. For the Lindhard response:
\begin{enumerate}
\item static response at $q\to0$ requires $\beta^2=k_F^2/3$ and $\lambda=1/9$;
\item response at $q\to\infty$ and fixed frequency requires $\lambda=1$ at leading order;
\item the $\omega^{-4}$ term of $\chi_0$ at high frequency requires $\beta^2=3k_F^2/5$ and $\lambda=1$, for every $q$;
\item the full $q^4$ term of the plasmon dispersion in the random-phase approximation (RPA), with $\beta^2=3k_F^2/5$, requires $\lambda=1+36\pi k_F/175$ ($k_F$ in inverse bohr).
\end{enumerate}
Items 1 and 2 alone exclude a common constant $\lambda$, even if $\beta^2$ is left free. Item 4 qualifies the claim that the plasmon fixes $\lambda=1$: that holds for the recoil part of the $q^4$ term, and for the whole term only as the density tends to zero.

\section{Proof}

\subsection{Long wavelengths}

Expand (\ref{S}) in $z^2$ at fixed $u$: $S=S_0+z^2S_1+\dots$, with $S_0=\langle(u-s)^{-2}\rangle$ and $S_1=\langle(u-s)^{-4}\rangle$. Put $\ell=\ln[(u+1)/(u-1)]$, so that $\ell'=-2/(u^2-1)$. Since $S_0=-h'(u)$, equation (\ref{h}) gives
\begin{equation}
S_0=-\frac34\left[2-2u\ell+2\right]=-3+\frac{3u}{2}\ell .
\end{equation}
Two derivatives of $(u-s)^{-2}$ produce $6(u-s)^{-4}$, so $S_1=S_0''/6$. Here
\begin{equation}
S_0'=\frac32\left(\ell-\frac{2u}{u^2-1}\right),\qquad
S_0''=\frac32\left[-\frac{4}{u^2-1}+\frac{4u^2}{(u^2-1)^2}\right]=\frac{6}{(u^2-1)^2},
\end{equation}
and $S_1=(u^2-1)^{-2}$. Because $\omega^2=u^2k_F^2q^2$, definition (\ref{G}) reads $G=k_F^2q^2(u^2-1/S)$. Using $1/S=1/S_0-z^2S_1/S_0^2+\dots$ and $k_F^2q^2z^2=q^4/4$,
\begin{equation}
G=B(u)k_F^2q^2+\Lambda(u)\frac{q^4}{4}+\dots,\quad B=u^2-\frac1{S_0},\quad \Lambda=\frac{S_1}{S_0^2}=\frac{1}{(u^2-1)^2S_0^2}.
\label{BL}
\end{equation}

In the static case $u\to0$, $u\ell\to0$ and $S_0=-3$, so $B=1/3$ and $\Lambda=1/9$. The integral for $S_1$ diverges at real $u=0$, so this limit is taken through complex $u$. Expanding (\ref{L}) directly confirms it: $\ln[(1+z)/(1-z)]=2z+\tfrac23z^3+\dots$ gives $L=1-z^2/3+\dots$, so $S(0,z)=-3L=-3+z^2+\dots$ and (\ref{need}) tends to $1/9$. This proves item 1. The factor $9$ is $S_0^2$: recoil adds $z^2$ to $S$, and inverting $S$ divides this addition by the square of the static compressibility factor. For $u\to\infty$, $S_0\to u^{-2}$ and $\Lambda\to1$.

The limits $q\to0$ and $\omega\to0$ therefore do not commute; the ratio $u$ decides. On the imaginary axis, $u=iy$, one has $\ell=-2i\arctan(1/y)$ and
\begin{equation}
\Lambda(iy)=\frac{1}{9(1+y^2)^2\,[1-y\arctan(1/y)]^2}.
\end{equation}
This is $0.150$ at $y=0.1$, $0.603$ at $y=1$ and $0.992$ at $y=10$, while $B$ moves from $0.381$ through $0.553$ to $0.599$. On the real axis with $0<u<1$, $\ell$ is complex: electrons moving in step with the wave absorb energy (Landau damping), which real constants cannot describe. Near $u=1$, $S_1$ diverges and the expansion itself fails.

\subsection{Short wavelengths}

At fixed $\omega$ and $q\to\infty$, $u\to0$ and $z\to\infty$. Then
\begin{equation}
S=-\left\langle\frac{1}{z^2-(u-s)^2}\right\rangle=-\frac1{z^2}\left[1+\frac{\langle(u-s)^2\rangle}{z^2}+\dots\right].
\end{equation}
With $\langle s\rangle=0$ and $\langle s^2\rangle=\tfrac34(\tfrac23-\tfrac25)=\tfrac15$, this gives $-1/S=z^2-u^2-\tfrac15+\dots$, and
\begin{equation}
G=\frac{q^4}{4}-\frac{k_F^2q^2}{5}+\dots
\label{largeq}
\end{equation}
This is item 2. Physically, $\mathbf k\cdot\mathbf q$ in (\ref{recoil}) is negligible beside $q^2/2$, and each electron responds as if it were initially at rest. If $\omega$ grows like $q^2$, the second term changes: at $\omega=q^2/4$ its coefficient is $-7/15$ instead of $-1/5$. Near $\omega=q^2/2$, where the denominator is small and the electron momenta matter, the expansion fails and the correction to $q^4/4$ is of order $k_Fq^3$, complex inside the particle-hole continuum.

The second term in (\ref{largeq}) has the sign of a negative pressure. Its mismatch with the positive pressure term of hydrodynamics accounts for most of the error that $\lambda=1$ leaves at $q=4k_F$: in the static case $1/L\approx3z^2-3/5=11.4$ (the exact value is $1/0.0880=11.36$), whereas hydrodynamics has $1+3z^2=13$. The hydrodynamic response is $13\%$ below the Lindhard value there.

\subsection{High frequencies}

Set $p=qk_Fs$ and $r=q^2/2$. Partial fractions and geometric series give
\begin{equation}
\frac{1}{(\omega-p)^2-r^2}=\sum_{m=0}^{\infty}\frac{(p+r)^{m+1}-(p-r)^{m+1}}{2r\,\omega^{m+2}} .
\end{equation}
Terms with odd $m$ are odd in $p$ and average to zero. For $m=0,2,4$ the numerators divided by $2r$ are $1$, $3p^2+r^2$ and $5p^4+10p^2r^2+r^4$. With $\langle s^4\rangle=\tfrac34(\tfrac25-\tfrac27)=\tfrac3{35}$,
\begin{equation}
\chi_0=\frac{nq^2}{\omega^2}\left[1+\frac{A}{\omega^2}+\frac{C}{\omega^4}+\dots\right],\quad
A=\frac35k_F^2q^2+\frac{q^4}{4},\quad C=\frac37k_F^4q^4+O(q^6).
\label{high}
\end{equation}
Expanding (\ref{hydro}) in the same way gives $\beta^2q^2+\lambda q^4/4$ in place of $A$. Equality for every $q$ fixes both constants, which is item 3. The factor $3/5$ is $3\langle s^2\rangle$, from the term $3p^2$, in which only the momentum component along $\mathbf q$ enters. The static factor $1/3$ equals $\tfrac53\langle s^2\rangle$ and comes from the $n^{5/3}$ law, which assumes that the occupied region remains a sphere.

\subsection{The plasmon}

The RPA plasmon, with exchange and correlation left out, satisfies $1=(4\pi/q^2)\chi_0$. Inserting $\chi_0=q^2/(4\pi)$ in (\ref{G}) gives $G=\omega^2-\omega_p^2$ with $\omega_p^2=4\pi n$, so the dispersion is $\omega^2=\omega_p^2+G$. Inverting the bracket in (\ref{high}) gives $G=A+(C-A^2)/\omega^2+\dots$. To order $q^4$ one may set $\omega=\omega_p$ in the last term, and $\tfrac37-\tfrac9{25}=\tfrac{12}{175}$:
\begin{equation}
\omega^2=\omega_p^2+\frac35k_F^2q^2+\left[\frac14+\frac{12}{175}\frac{k_F^4}{\omega_p^2}\right]q^4+O(q^6).
\label{disp}
\end{equation}
The term $1/4$ comes from $r^2$, the recoil. The other term survives when $r\to0$, that is, in a classical collisionless gas with the same momentum distribution; it reflects the frequency dependence of the pressure. Since $\omega_p^2=4k_F^3/(3\pi)$, $k_F^4/\omega_p^2=3\pi k_F/4$. Setting $\lambda/4$ equal to the bracket gives
\begin{equation}
\lambda=1+4\cdot\frac{12}{175}\cdot\frac{3\pi k_F}{4}=1+\frac{36\pi}{175}k_F ,
\end{equation}
which is item 4.

\section{Plasmon energies in a model gas}

Take $r_s=2$ bohr, for which $k_F=0.9596$ bohr$^{-1}$ and $\omega_p=0.6124$ hartree. The bracket in (\ref{disp}) is $0.2500+0.1550=0.4050$, so $\lambda=1.62$. At $r_s=20$ bohr it would be $1.06$, but this holds within the RPA only: at such low density exchange and correlation are as large as the $q^2$ term itself, whose coefficient falls from $0.6k_F^2$ to $0.20k_F^2$ with the infinite-frequency exchange-correlation kernel and to $-0.87k_F^2$ with the static local-density kernel.

At $q=k_F/2=0.4798$ bohr$^{-1}$, hydrodynamics with $\beta^2=3k_F^2/5$ and $\lambda=1$ gives, in hartree$^2$,
\begin{equation}
\omega^2=0.3750+0.1272+0.0132=0.5154,
\end{equation}
or $\omega=0.718$ hartree. The RPA value, from the full momentum integral, is $0.728$ hartree ($19.8$ eV). Relative to it, $\lambda=1$ is $1.4\%$ low, $\lambda=1/9$ is $2.6\%$ low, and $\lambda=1.62$ is $0.7\%$ low. The last error comes from terms of order $q^6$ and higher, since (\ref{disp}) is then matched through $q^4$. Using both static parameters, $\beta^2=k_F^2/3$ and $\lambda=1/9$, gives $0.669$ hartree, $8\%$ low: here the wrong pressure costs more than the wrong gradient coefficient. These percentages are measured against the RPA, not the interacting gas. A static local-density exchange-correlation kernel lowers the value from $0.728$ to $0.712$ hartree, and the infinite-frequency kernel to $0.724$. These shifts are as large as the differences between the choices of $\lambda$, so the ranking does not carry over to a real metal.

A hydrodynamic calculation thus needs $\beta^2$ and $\lambda$ chosen together for its regime of $q$ and $\omega/(qk_F)$. One that must cover both static screening and plasmons needs a kernel depending on wavevector and frequency, for which $G(q,\omega)$ is the non-interacting reference. The numerical output lists further wavevectors and densities.

\section*{Calculated quantities}
\begin{verbatim}
Model gas: r_s = 2.0 bohr, kF = 0.9596 bohr^-1
density n = 0.02984 bohr^-3
plasma frequency wp = 0.6124 hartree = 16.66 eV
static lambda from integral at q = 0.1 kF: 0.1113
static lambda from integral at q = 40 kF: 0.9987
lambda from G at q = 40 kF, w = 0.3 hartree: 0.9995
next large-q term of G / (kF^2 q^2): -0.2001
lambda from w^-4 term, q = 0.5 kF: 1.0000
lambda from w^-4 term, q = 1.0 kF: 1.0000
lambda from w^-4 term, q = 3.0 kF: 1.0000
Static response -chi0 pi^2/kF (dimensionless):
q/kF  Lindhard  lam=1/9  lam=1  required lam
0.5  0.9789  0.9796  0.8421  0.1150
1.0  0.9120  0.9231  0.5714  0.1287
2.0  0.5000  0.7500  0.2500  0.3333
4.0  0.0880  0.4286  0.0769  0.8634
Small-q kernel at w = i y q kF (dimensionless):
y  B  Lambda
0.01  0.3385  0.1146
0.10  0.3808  0.1497
0.50  0.4967  0.3568
1.00  0.5533  0.6032
3.00  0.5928  0.9202
10.00  0.5993  0.9921
Plasmon q^4 coefficient of w^2 (atomic units):
r_s  full  classical  lam for full  lam for recoil
2  0.4050  0.1550  1.6201  1.0000
5  0.3120  0.0620  1.2481  1.0000
20  0.2655  0.0155  1.0620  1.0000
effective plasmon lambda by formula, r_s = 2: 1.6201
Plasmon energies (hartree), hydrodynamics with beta2 = 3 kF^2/5:
q/kF  RPA  lam=1/9  lam=1  lam=effective
0.3  0.65104  0.64883  0.65000  0.65082
0.5  0.72841  0.70968  0.71793  0.72363
RPA plasmon at q = 0.5 kF: 19.82 eV
static parameters (beta2 = kF^2/3, lam = 1/9): 0.66868 hartree
\end{verbatim}
